Why Strong Electronic Excitation Destabilizes the Silicon Lattice at Fixed Volume

**One bond pushed sideways**

Take two atoms a distance d apart, with one orbital each and a hopping energy −h(r), h > 0. The bonding and antibonding levels lie at −h and +h. Put two electrons in the bond and promote a fraction y of them. There are then 2(1 − y) bonding and 2y antibonding electrons, so the hopping energy is

E_b = −2(1 − y)h + 2yh = −2h(1 − 2y).

Each promotion costs the bond twice: a bonding electron is lost and an antibonding one is gained.

Add a pair repulsion φ(r). Near r = d let h vary as r^(−n_h) and φ as r^(−n_r). At fixed populations the tension, positive when the bond pulls its ends together, is

T = d(E_b + φ)/dr = −(n_h E_b + n_r φ)/d.

Now displace one atom sideways by w. The length becomes √(d² + w²) ≈ d + w²/(2d), and the energy changes by Tw²/(2d). The sideways stiffness is therefore T/d, as for a string. If attraction and repulsion balance before excitation, T is zero there; promotion weakens the attraction, makes T negative, and the compressed bond tends to buckle. Some other force, such as a resistance to changes of bond angle, must then hold it straight.

Silicon has a lattice vibration that tests its bonds in this way.

**The vibration that bends bonds**

In the diamond structure the atomic planes along z alternate between sublattices A and B. An A atom has bonds to the plane above along (1,1,1) and (−1,−1,1), and to the plane below along (1,−1,−1) and (−1,1,−1). In the transverse acoustic mode at the zone-boundary point X, TA(X), successive planes can be taken to move along (1,1,0)/√2 by +u, +u, −u, −u.

If the A atom and the plane above it both move by +u, their bonds are carried along rigidly. The plane below moves by −u, which gives a relative displacement 2u along (1,1,0). Its scalar product with either lower bond vector vanishes, because 1 − 1 = 0. No nearest-neighbour bond changes length at first order.

Each atom has two bent bonds, each shared by two atoms, which makes one bent bond per atom. Setting w = 2u in the string energy gives

T(2u)²/(2d) = ½(4T/d)u².

The stiffness K is defined as the second derivative of the free energy per atom with respect to u, so K = Mω², with M the ion mass. Bond tension contributes 4T/d to it. I write

K = 4T/d + K_a.

The remainder K_a contains the angular stiffness of the covalent bonds, together with the effects of more distant neighbours.

**Silicon with hot electrons and cold ions**

For numbers I use an orthogonal tight-binding model with one s and three p orbitals per atom. Its hoppings, radial laws and pair repulsion are those of Goodwin, Skinner and Pettifor (GSP). It departs from GSP in the on-site energies, −5.25 and 1.20 eV, whose s–p splitting of 6.45 eV is smaller than the 8.295 eV that goes with the GSP hoppings, and it keeps all neighbours out to 5 Å (three shells). Energies are in eV and lengths in Å, the natural units of this model.

The ions stay at their ground-state positions and the volume is fixed, which describes times too short for the excited region to expand. The electrons have reached a common temperature T_e. Let x be the fraction of valence electrons that occupy conduction bands. Silicon has two valence electrons per bond, so x plays the part of y.

At fixed electron number N the free energy is F = Ω + μN + E_rep, where E_rep is the pair repulsion and

Ω = −2k_BT_e Σ_n ln[1 + exp((μ − ε_n)/k_BT_e)].

The 2 counts spin. Differentiation gives ∂Ω/∂ε_n = 2f_n, with f_n the Fermi function, and ∂Ω/∂μ = −N. The terms in dμ/du therefore cancel in the first derivative:

dF/du = E_rep′ + 2Σ_n f_n ε_n′.

A second derivative acts on ε_n′ and on f_n. A lattice translation turns the pattern u into −u, so μ has no first-order change, and

F″ = E_rep″ + 2Σ_n f_n ε_n″ + 2Σ_n (df/dε)_n (ε_n′)².

Second-order perturbation theory supplies

ε_n″ = ⟨n|H″|n⟩ + 2Σ_(m≠n) |⟨m|H′|n⟩|²/(ε_n − ε_m).

The factor 2 appears because the second-order energy is u² times the sum, and u² has second derivative 2. In the double sum over n and m, exchange the labels and take half the sum of the two forms. The denominator changes sign, so 2f_n becomes f_n − f_m. With all sums taken per atom,

K = E_rep″ + 2Σ_n f_n⟨n|H″|n⟩ + 2Σ_(n,m) [(f_n − f_m)/(ε_n − ε_m)] |⟨m|H′|n⟩|².

For equal energies the quotient means df/dε. This includes the diagonal term above; within a degenerate level, states that diagonalize H′ give the same sum.

Since f falls with energy, each quotient is negative or zero: electronic rearrangement lowers K. The pair repulsion lowers K too. Nearest neighbours shift only sideways, so their repulsion enters through the string term as 4(dφ/dr)/d, which is negative; the repulsion between more distant atoms is far too weak to reverse this. The restoring force must therefore come from the H″ term, which outweighs both in the unexcited crystal.

The vibration need not exchange heat with a reservoir for this K to apply. The same u → −u symmetry removes any first-order temperature change, so the harmonic stiffness at fixed entropy is the same.

**Where the stiffness vanishes**

The relaxed lattice constant is 5.433 Å, and the unexcited crystal has K = 4.72 eV/Å², or 6.41 THz. Measured TA(X) frequencies are roughly 4.5 THz, so the model is too stiff here. Its smallest gap on the k mesh is 2.2 eV; the mesh misses the band edges, and the model's true gap is 1.8 eV with the conduction minimum at Γ, whereas real silicon has an indirect gap of about 1.1 eV. The threshold below belongs to this model.

As x rises, the frequency falls:

x = 4 %: 4.92 THz
x = 8 %: 2.69 THz
x = 10 %: imaginary, magnitude 0.95 THz

The squared frequency, proportional to K, falls almost linearly: from 41.1 THz² at x = 0 to 24.2 at 4 % and 7.2 at 8 %. It vanishes at

x_c = 9.8 %, k_BT_e = 1.75 eV (about 20 000 K).

A cubic cell contains 32 valence electrons, so the density of electron–hole pairs is 32 × 0.0978/(5.433 Å)³ = 0.0195 Å⁻³, or 2.0 × 10²² cm⁻³. A finer k mesh moves x_c by 0.01 percentage points. The choice of model moves it far more. With nearest neighbours only and the lattice relaxed again, x_c is 7.0 %. With the 8.295 eV splitting and nearest neighbours only, the unexcited TA(X) frequency is 4.5 THz, the gap 0.8 eV, and x_c is 6.3 % at k_BT_e = 1.3 eV. What survives these changes is a threshold of roughly six to ten percent.

This is a loss of stability and not merely a low frequency: for K < 0 the force pushes the atoms further in the direction in which they have moved.

**Buckling and the rest of the stiffness**

All hoppings in the model share one radial law, so the tension formula of the single bond carries over, with E_b now the hopping energy of a silicon bond. The force is taken at fixed density matrix, as the Hellmann–Feynman theorem allows. A radial factor

(R₀/r)^p exp{p[(R₀/r_c)^q − (r/r_c)^q]}

has the logarithmic slope −d ln/d ln r = p[1 + q(r/r_c)^q]. With q = 6.48, r_c = 3.67 Å and d = 2.353 Å, this gives n_h = 2.73 for the hoppings (p = 2) and n_r = 6.19 for the repulsion (p = 4.54).

Between the ground state and the threshold, E_b weakens from −8.36 to −6.87 eV, a loss of 18 %. The single-bond factor 1 − 2y predicts 20 % at y = 0.098. The repulsion stays at φ = 3.43 eV because the bond length is fixed. At threshold

T = (2.726 × 6.869 − 6.189 × 3.435)/2.353 = −1.08 eV/Å.

Before excitation T is +0.65 eV/Å, not zero as in the opening case. At the relaxed volume the forces of all neighbour shells must balance together, and the more distant shells offset this tension.

The stiffness divides as follows, in eV/Å²:

ground state: 4T/d = 1.10, K_a = 3.62, sum 4.72
threshold: 4T/d = −1.83, K_a = 1.83, sum 0

The string term falls by 2.93 and the remainder by 1.79. About 62 % of the softening thus comes from bonds passing from tension into compression, and 38 % from the weakening of the remainder. The split depends on the model: with nearest neighbours only, T starts from zero and the string share is 59 %, or 75 % with the 8.295 eV splitting.

Both are needed to place the threshold near ten percent. Suppose K_a kept its ground-state value and E_b followed the factor 1 − 2x. The tension would drop by 2x n_h|E_b|/d, and K would fall by

8x n_h|E_b|/d² = 8x × 2.726 × 8.356/2.353² ≈ 32.9x eV/Å².

Setting this equal to 4.72 gives x = 14 %. The simultaneous loss of K_a brings the threshold down to 9.8 %.

The zone-centre optical mode behaves differently. There the two sublattices move against each other, which changes bond lengths at first order. Its frequency drops from 18.2 to 13.8 THz at x = 10 %, and the mode remains stable.

**Emptied and filled states**

The formula for K is linear in the occupations and their energy derivatives when the unperturbed bands are held fixed. The changes in the valence and conduction bands can therefore be evaluated separately. At threshold they contribute

holes in bonding bands: −2.63 eV/Å²
electrons in antibonding bands: −2.09 eV/Å²

The names bonding and antibonding stand here for the valence and conduction bands as wholes. Emptying the former supplies 56 % of the softening. By itself it would leave K = 4.72 − 2.63 = 2.09 eV/Å² at this excitation, so the instability at x_c needs the filled conduction states as well.

**How far the threshold can be trusted**

The energy distribution of the carriers shifts the threshold only moderately in this model. If electrons and holes have separate chemical potentials and a common k_BT_e of 0.5 eV, the threshold at X is 10.0 %. At 0.25 and 0.1 eV it is 10.8 and about 11.1 %. The instability therefore does not require electrons as hot as 1.75 eV. The shift is larger in the nearest-neighbour variant with the 8.295 eV splitting, where the threshold rises from 6.3 % to 8.1 % at 0.5 eV and 9.9 % at 0.1 eV.

X is not the first sampled wave vector to fail. The lowest mode at L becomes unstable at 9.7 %, slightly before X; at the other sampled points the threshold lies between 9.8 and 11.0 %. The difference between L and X is too small to carry weight: in the nearest-neighbour variant with the 8.295 eV splitting the order reverses, with X at 6.3 % and the transverse acoustic mode at L at 6.6 %. What the sample shows is a large part of the lowest branch softening together, so the direction of the first atomic motion is not settled by TA(X).

Fixed volume is a real restriction. At threshold dF/d ln a = −6.4 eV per atom, so the excited crystal would lower its free energy by expanding. Once it has time to do so, bond lengths and tensions change and this threshold no longer applies.

Beyond threshold the equation of motion Mü = |K|u has a solution growing as exp(|ω|t). At 1.2x_c, or 11.7 %, the imaginary frequency has magnitude 2.78 THz, and the e-folding time is 1/(2π × 2.78 THz) = 57 fs. Growth starts from whatever small displacement is present, thermal or zero-point, and requires no prior heating of the ions. In this sense the instability is nonthermal. The harmonic calculation gives its onset and initial rate; where the atoms end up depends on higher powers of u.

The numerical check compares the perturbation formula with free energies of a displaced four-atom cell, in the ground state and at threshold, and the bond forces with the change of free energy under lattice scaling.

Table of computed values

```
On-site energies s, p: -5.25, 1.20 eV
Hoppings ss, sp, pp-sigma, pp-pi at reference distance: -1.82, 1.96, 3.06, -0.87 eV
Reference distance, radial cutoff parameter: 2.35, 3.67 angstrom
Radial exponents hopping, repulsion, cutoff: 2.0, 4.54, 6.48
Pair repulsion at reference distance: 3.4581 eV
Neighbour cutoff: 5.0 angstrom; ion mass: 28.085 u
k points main, fine mesh: 256, 864
Relaxed lattice constant: 5.4330 angstrom; bond: 2.3526 angstrom
Band gap on k mesh: 2.221 eV
Ground TA(X) stiffness, perturbation: 4.7183 eV/angstrom^2
Ground TA(X) stiffness, frozen mode: 4.7183 eV/angstrom^2
Largest first-order bond stretch / amplitude in TA(X): 3.5e-17
Frequencies below: a negative value denotes an imaginary frequency
x = 0 %: TA(X) 6.408 THz, optical(Gamma) 18.159 THz
x = 2 %: kT 0.801 eV, TA(X) 5.734 THz, optical(Gamma) 16.488 THz
x = 4 %: kT 1.074 eV, TA(X) 4.917 THz, optical(Gamma) 15.540 THz
x = 6 %: kT 1.313 eV, TA(X) 3.949 THz, optical(Gamma) 14.814 THz
x = 8 %: kT 1.543 eV, TA(X) 2.689 THz, optical(Gamma) 14.255 THz
x = 10 %: kT 1.775 eV, TA(X) -0.950 THz, optical(Gamma) 13.837 THz
x = 12 %: kT 2.015 eV, TA(X) -2.965 THz, optical(Gamma) 13.542 THz
x = 15 %: kT 2.400 eV, TA(X) -4.494 THz, optical(Gamma) 13.300 THz
Critical fraction at X: 9.78 % of valence electrons
Critical fraction at X, fine mesh: 9.77 %
Critical electron temperature: kT 1.749 eV = 20294 K
Critical carrier-pair density: 1.951e+22 cm^-3
Frozen-mode stiffness at threshold: 0.00001 eV/angstrom^2
Stiffness change from valence holes: -2.6276 eV/angstrom^2
Stiffness change from conduction electrons: -2.0907 eV/angstrom^2
Bond hopping energy, ground and threshold: -8.3561, -6.8688 eV
Bond repulsion: 3.4348 eV
Logarithmic slopes n_h, n_r: 2.7264, 6.1889
Bond tension, ground and threshold: 0.6480, -1.0756 eV/angstrom
String stiffness 4T/d, ground and threshold: 1.1017, -1.8288 eV/angstrom^2
Angular stiffness, ground and threshold: 3.6166, 1.8288 eV/angstrom^2
dF/d ln a per atom at threshold, bond sum and finite difference: -6.3990, -6.3990 eV
Lowest mode at sampled q; nan means no crossing in the search range
q = X (0,0,1): ground 6.408 THz, critical fraction 9.78 %
q = (0,0,1/2): ground 4.888 THz, critical fraction 9.92 %
q = (0,0,1/4): ground 2.772 THz, critical fraction 10.01 %
q = L (1/2,1/2,1/2): ground 4.743 THz, critical fraction 9.68 %
q = K (3/4,3/4,0): ground 6.149 THz, critical fraction 9.79 %
q = W (1,1/2,0): ground 7.662 THz, critical fraction 11.00 %
Critical fraction at X for two-population plasma at kT 0.5 eV: 10.04 % (nan: none up to 40 %)
At 1.2 times threshold: x 11.73 %, kT 1.982 eV
TA(X) there: -2.782 THz; amplitude e-folding time: 57.2 fs
```
